# Hyperfine Mixing in the n = 2 Levels of Muonic Hydrogen

## Problem

In muonic hydrogen a negative muon is bound to a proton. Find the energies of the six hyperfine levels with $n=2$, namely 2S$_{1/2}$ ($F=0,1$), 2P$_{1/2}$ ($F=0,1$) and 2P$_{3/2}$ ($F=1,2$). Then find how the electric dipole strength from 2S($F=0$) is shared between the two P levels it can reach.

The muon has mass $m=105.6584$ MeV, magnetic anomaly $a=0.00116592$ and spin $\mathbf s_1$. The proton has mass $M=938.2721$ MeV, moment $1+\kappa=2.792847$ nuclear magnetons, rms charge radius $r_p=0.8407$ fm and spin $\mathbf s_2$. Units are $\hbar=c=1$, with $\alpha=e^2/4\pi=1/137.036$. The reduced mass is $\mu=mM/(m+M)=94.9645$ MeV and the Bohr radius is $a_B=1/(\alpha\mu)=284.75$ fm. Energies are measured from the 2S hyperfine centroid, the mean weighted by $2F+1$.

## A tempting solution

Each fine-structure level is given its own hyperfine splitting. The 2S splitting is $S=22.83$ meV, the 2P$_{1/2}$ centroid lies $\Lambda=201.33$ meV above the 2S centroid, the fine splitting is $\Delta=8.35$ meV, and the P splittings are $h_1=7.96$ meV for $j=1/2$ and $h_3=3.39$ meV for $j=3/2$. These five numbers are derived below, and they are not where the error lies.

The two $F=1$ P levels then lie at 203.32 and 207.56 meV. A hyperfine matrix element $W=0.80$ meV connects them across a gap $G=4.24$ meV. Second-order perturbation theory gives a shift $W^2/G=0.15$ meV, less than a thousandth of the S–P interval. The admixture of the other $j$ has a probability of only about 3%. It seems safe to treat $j$ as a good quantum number.

The dipole operator does not act on spin. From the spin singlet 2S($F=0$), the strength to each P level is therefore that level's singlet weight. For pure $j$ these weights are $1/3$ and $2/3$, so the upper line should be twice as strong as the lower, to within a few per cent.

## Where it fails

The estimate of the energy shift is sound, but the inference about the strengths is not. A line strength is the square of an amplitude, and both $j$ components of a level contribute to that amplitude. An admixture of amplitude $\theta$ has probability $\theta^2$, but it changes the strength through an interference term proportional to $\theta$. Here $\theta\approx0.18$, and the relative change of the weaker line is, to first order, $2\sqrt2\,\theta\approx0.5$, as derived below. The sign of the off-diagonal element, which does not affect the energies, now matters in relation to the phases of the singlet amplitudes.

The conserved quantity is $F$, since the Hamiltonian is invariant under joint rotation of orbit and spins. The proton's spin can exchange angular momentum with $\mathbf J=\mathbf L+\mathbf s_1$ in a way that changes $j$. The $F=1$ problem is therefore a $2\times2$ matrix.

## Right solution

### Spin interactions

Let $\mathbf r$ point from proton to muon, with $\mathbf n=\mathbf r/r$. In the centre-of-mass frame the muon has momentum $\mathbf p$ and the proton $-\mathbf p$, so the relative velocity is $\mathbf v=\mathbf p(1/m+1/M)$. The proton's electric field at the muon is $\mathbf E=e\mathbf r/(4\pi r^3)$, and the muon sees the magnetic field $-\mathbf v\times\mathbf E$. Its moment is $\boldsymbol\mu_1=-e(1+a)\mathbf s_1/m$. With $\mathbf L=\mathbf r\times\mathbf p$, the magnetic energy is
$$
-\boldsymbol\mu_1\cdot(-\mathbf v\times\mathbf E)
=\frac{\alpha(1+a)}{m r^3}\,\mathbf s_1\cdot(\mathbf r\times\mathbf v)
=\frac{\alpha(1+a)}{r^3}\left(\frac1{m^2}+\frac1{mM}\right)\mathbf L\cdot\mathbf s_1 .
$$
The muon's acceleration is $\dot{\mathbf v}_1=-\alpha\mathbf r/(mr^3)$. It causes a Thomas precession at the rate $\tfrac12\dot{\mathbf v}_1\times\mathbf v_1$, with energy
$$
\tfrac12\mathbf s_1\cdot(\dot{\mathbf v}_1\times\mathbf v_1)
=-\frac{\alpha}{2m^2r^3}\mathbf L\cdot\mathbf s_1 .
$$
This term involves the muon's own velocity, not the relative one. The proton's spin–orbit energy follows by exchanging $m\leftrightarrow M$ and $a\to\kappa$, because $\mathbf L$ is unchanged when both $\mathbf r$ and $\mathbf p$ reverse.

The two moments also interact directly. With $\boldsymbol\mu_2=e(1+\kappa)\mathbf s_2/M$, their energy is
$$
\frac{\boldsymbol\mu_1\cdot\boldsymbol\mu_2-3(\boldsymbol\mu_1\cdot\mathbf n)(\boldsymbol\mu_2\cdot\mathbf n)}{4\pi r^3}
-\frac23\boldsymbol\mu_1\cdot\boldsymbol\mu_2\,\delta^3(\mathbf r).
$$
The opposite charges make the product of moments negative, so a positive coefficient multiplies
$$
T=3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)-\mathbf s_1\cdot\mathbf s_2 .
$$

For 2P the radial function is $r e^{-r/2a_B}/(\sqrt{24}\,a_B^{5/2})$. Hence
$$
\langle r^{-3}\rangle=\frac1{24a_B^5}\int_0^\infty r e^{-r/a_B}dr=\frac1{24a_B^3}.
$$
The contact term vanishes in P states. With $R=\alpha/(24a_B^3)$,
$$
H_P=C_F\mathbf L\cdot\mathbf s_1+C_L\mathbf L\cdot\mathbf s_2+C_TT,
$$
$$
C_F=R\left[\frac{1+2a}{2m^2}+\frac{1+a}{mM}\right],\quad
C_L=R\left[\frac{1+\kappa}{mM}+\frac{1+2\kappa}{2M^2}\right],
$$
$$
C_T=R\,\frac{(1+a)(1+\kappa)}{mM}.
$$
The values are 5.5645, 3.1142 and 2.8540 meV. A numerical one-photon-exchange amplitude between Dirac spinors with anomalous moments tests these three couplings and the contact term.

### The 2S splitting

In an S state the angular average removes $T$. The contact energy is $(8\pi\alpha/3)(1+a)(1+\kappa)\,\mathbf s_1\cdot\mathbf s_2\,|\psi(0)|^2/(mM)$, with $|\psi(0)|^2=1/(8\pi a_B^3)$. Since $\mathbf s_1\cdot\mathbf s_2=\tfrac12[F(F+1)-\tfrac32]$ is $1/4$ for $F=1$ and $-3/4$ for $F=0$, the splitting is
$$
S=\frac{\alpha^4\mu^3(1+a)(1+\kappa)}{3mM}=8C_T=8(2.8540)=22.83\text{ meV}.
$$
The levels lie at $-3S/4=-17.12$ meV and $S/4=5.71$ meV.

### The S–P gap

The gap is dominated by virtual electron pairs. The starting point is the one-loop result of quantum electrodynamics: at momentum transfer $q$ the Coulomb interaction $-4\pi\alpha/q^2$ is multiplied by $1+\Pi$, where
$$
\Pi(q)=\frac{2\alpha}{\pi}\int_0^1dz\,z(1-z)\ln\left[1+\frac{z(1-z)q^2}{m_e^2}\right].
$$
Set $z=(1+v)/2$ and integrate by parts. The boundary terms vanish, leaving
$$
\Pi=\frac{2\alpha}{\pi}\int_0^1dv\,\frac{v^2}{2}\left(1-\frac{v^2}{3}\right)
\frac{q^2}{4m_e^2+(1-v^2)q^2}.
$$
Now let $u=(1-v^2)^{-1/2}$, so that $dv=du/(u^3v)$ and $v=\sqrt{u^2-1}/u$:
$$
\Pi=\frac{2\alpha}{3\pi}\int_1^\infty du\,g(u)\frac{q^2}{q^2+4m_e^2u^2},\qquad
g(u)=\frac{\sqrt{u^2-1}}{u^2}\left(1+\frac1{2u^2}\right).
$$
The factor $q^2$ cancels that of the Coulomb interaction. In position space each $u$ then contributes a Yukawa term $-\alpha e^{-2m_eur}/r$, and their sum is the Uehling potential.

With $x=2m_eua_B$, elementary radial integrals give
$$
\left\langle\frac{e^{-2m_eur}}r\right\rangle_{2S}=\frac{1+2x^2}{4a_B(1+x)^4},\qquad
\left\langle\frac{e^{-2m_eur}}r\right\rangle_{2P}=\frac1{4a_B(1+x)^4}.
$$
The attraction is stronger in 2S. The 2P level therefore lies higher by
$$
\Lambda_{VP}=\frac{\alpha^3\mu}{3\pi}\int_1^\infty du\,g(u)\frac{x^2}{(1+x)^4}=205.01\text{ meV}.
$$
Integrating $\Pi(q)$ directly with the charge form factors of the two states gives the same value.

The lowest value of $x$, at $u=1$, is $2m_e/(\alpha\mu)=1.47$, so the range of the polarization is comparable to the size of the atom. If the orbiting particle were much lighter, $x$ would be large and the last factor would become $x^{-2}$. Since $\int_1^\infty g(u)u^{-2}du=1/3+1/15=2/5$, the gap would then tend to $\alpha^5\mu^3/(30\pi m_e^2)$, the result for a contact interaction. That limit does not apply here.

The proton's charge form factor is $1-q^2r_p^2/6$ at small $q$. Multiplying the Coulomb interaction by its second term gives a constant, $2\pi\alpha r_p^2/3$, which is a repulsive contact potential. It raises 2S by
$$
\frac{2\pi\alpha r_p^2}{3}\,\frac1{8\pi a_B^3}=\frac{\alpha^4\mu^3r_p^2}{12}=3.67\text{ meV}
$$
and leaves 2P unmoved at this order. It remains to see which P level this gap refers to, since the spin–orbit term lowers 2P$_{1/2}$ by $C_F$. Two spin-independent relativistic terms compensate it. Take $M\to\infty$ and $a=0$, so that $\mu=m$ and $C_F=R/(2m^2)=\alpha^4m/48$. The kinetic correction is $-\langle p^4\rangle/(8m^3)=-\langle(E-V)^2\rangle/(2m)$ with $V=-\alpha/r$. Since $E$ and $\langle V\rangle=2E$ are the same for 2S and 2P, only $\alpha^2\langle r^{-2}\rangle$ differs, with $\langle r^{-2}\rangle=1/(4a_B^2)$ for 2S and $1/(12a_B^2)$ for 2P. This raises 2P relative to 2S by $\frac{\alpha^4m}{2}\left(\frac14-\frac1{12}\right)=\alpha^4m/12$. The Darwin term $\pi\alpha\,\delta^3(\mathbf r)/(2m^2)$ raises 2S by $\alpha^4m/16$. The net rise of 2P is $\alpha^4m/48=C_F$, so 2P$_{1/2}$ and 2S$_{1/2}$ are degenerate at this order and the gap refers to the 2P$_{1/2}$ centroid. For finite $M$ and $a$ the cancellation is not exact; the remainder is counted among the recoil and self-energy terms omitted from this scheme. Thus $\Lambda=205.01-3.67=201.33$ meV, where the last digit follows from the unrounded terms.

### Diagonal P energies

The operator $\mathbf L\cdot\mathbf s_1$ is $1/2$ for $j=3/2$ and $-1$ for $j=1/2$. The fine splitting is therefore $\Delta=\tfrac32C_F=8.3468$ meV.

Write the hyperfine part as $\mathbf s_2\cdot\mathbf V$, with $\mathbf V=C_L\mathbf L+C_T\mathbf K$ and $\mathbf K=3\mathbf n(\mathbf n\cdot\mathbf s_1)-\mathbf s_1$. Within one $j$, the projection theorem replaces $\mathbf V$ by $\mathbf J\langle\mathbf V\cdot\mathbf J\rangle/[j(j+1)]$. Two products are needed:

- $\mathbf L\cdot\mathbf J=2+\mathbf L\cdot\mathbf s_1$, which is $1$ for $j=1/2$ and $5/2$ for $j=3/2$.
- $\mathbf K\cdot\mathbf J=-\mathbf L\cdot\mathbf s_1$, because $\mathbf n\cdot\mathbf L=0$ and $\mathbf K\cdot\mathbf s_1=3/4-3/4=0$. This is $1$ for $j=1/2$ and $-1/2$ for $j=3/2$.

The coefficients of $\mathbf s_2\cdot\mathbf J$ are thus $\tfrac43(C_L+C_T)$ for $j=1/2$ and $\tfrac23C_L-\tfrac2{15}C_T$ for $j=3/2$. Since $\mathbf s_2\cdot\mathbf J=\tfrac12[F(F+1)-j(j+1)-\tfrac34]$, its values are $-3/4,\,1/4$ for $j=1/2$ and $-5/4,\,3/4$ for $j=3/2$. The splittings are
$$
h_1=\tfrac43(C_L+C_T)=7.9576\text{ meV},\qquad
h_3=\tfrac43C_L-\tfrac4{15}C_T=3.3912\text{ meV}.
$$
Without mixing, the two $F=1$ levels lie at $\Lambda+h_1/4$ and $\Lambda+\Delta-5h_3/8$. Their gap is
$$
G=\Delta-\tfrac58h_3-\tfrac14h_1=8.3468-2.1195-1.9894=4.2379\text{ meV}.
$$

### The off-diagonal element

For a given projection of $F=1$ there are two states, one with each $j$. The off-diagonal elements $x_L$ of $\mathbf L\cdot\mathbf s_2$ and $x_T$ of $T$ follow from determinants and a trace.

Coupling $\mathbf L$ to $\mathbf s_2$ first shows that $\mathbf L\cdot\mathbf s_2$ has eigenvalues $-1$ and $1/2$. Its diagonal elements in the $j$ basis are $\tfrac43\cdot\tfrac14=\tfrac13$ and $\tfrac23(-\tfrac54)=-\tfrac56$. The determinant gives
$$
-\tfrac12=-\tfrac5{18}-|x_L|^2,\qquad |x_L|=\tfrac{\sqrt2}{3}.
$$
The diagonal elements of $T$ are $\tfrac13$ and $-\tfrac2{15}(-\tfrac54)=\tfrac16$. On a spin singlet $\mathbf s_2$ acts as $-\mathbf s_1$, so $T$ gives $-\tfrac34+\tfrac34=0$. One eigenvalue is therefore zero, and the trace makes the other $1/2$, belonging to the spin triplet. The vanishing determinant gives $|x_T|^2=\tfrac1{18}$, or $|x_T|=\sqrt2/6$.

For the relative sign, take the trace of the product. Since $T$ is $1/2$ on the triplet state and zero on the singlet, this trace is half the triplet expectation value of $\mathbf L\cdot\mathbf s_2$. By symmetry between the spins that value is $\tfrac12\langle\mathbf L\cdot\mathbf S\rangle$, where $\mathbf S=\mathbf s_1+\mathbf s_2$. For $L=S=F=1$, $\mathbf L\cdot\mathbf S=\tfrac12(2-2-2)=-1$, so the trace is $-1/4$. In the $j$ basis,
$$
-\tfrac14=\tfrac13\cdot\tfrac13-\tfrac56\cdot\tfrac16+2\,\mathrm{Re}(x_Lx_T^*),\qquad
\mathrm{Re}(x_Lx_T^*)=-\tfrac19 .
$$
This equals $-|x_L||x_T|$, so the elements have opposite signs. Choose the basis phase with $x_L$ positive:
$$
W=\frac{\sqrt2}{3}\left(C_L-\frac{C_T}{2}\right)=0.4714\,(3.1142-1.4270)=0.795\text{ meV}.
$$

### Mixed levels

Measured from the lower unmixed level, the matrix is
$$
\begin{pmatrix}0&W\\W&G\end{pmatrix},\qquad
E_\pm=\frac G2\pm\sqrt{\frac{G^2}{4}+W^2}.
$$
The levels move apart, each by
$$
\delta=\sqrt{G^2/4+W^2}-G/2=2.2633-2.1190=0.144\text{ meV}.
$$
The lower eigenvector is $(\cos\theta,-\sin\theta)$ with $\tan2\theta=2W/G=0.375$, so $\theta=10.29^\circ$. The probability of the minor $j$ is $\sin^2\theta=0.032$.

| Level | Unmixed (meV) | Mixed (meV) |
|---|---:|---:|
| 2P$_{1/2}$, $F=0$ | 195.37 | 195.37 |
| 2P$_{1/2}$, $F=1$ | 203.32 | 203.18 |
| 2P$_{3/2}$, $F=1$ | 207.56 | 207.71 |
| 2P$_{3/2}$, $F=2$ | 210.95 | 210.95 |

After mixing, the $j$ labels of the $F=1$ levels name the larger component.

A diagonalization of all twelve P states tests these intervals. Its levels sit 0.012 meV higher in the numerical output because it uses a uniformly charged sphere for the proton. Taken to first order with point-Coulomb wave functions, the sphere's potential gives a size shift of 3.662 meV in place of 3.674 meV. The second-order term enters at the same relative order $r_p/a_B$, and the Schrödinger equation solved exactly for the sphere gives 3.656 meV. This offset is common to all P levels and leaves their intervals unchanged.

### Line strengths

Strength here means the squared dipole matrix element, summed over final substates and polarizations, averaged over initial substates and normalized to a total of one. Frequency factors are not included.

The singlet state is the vector that $T$ annihilates. With $x_T=-\sqrt2/6$, its components $(c_1,c_2)$ satisfy $c_1/3=\sqrt2\,c_2/6$, so the state is $(1,\sqrt2)/\sqrt3$. This also gives the pure-$j$ weights $1/3$ and $2/3$. The singlet weight of the lower mixed level is
$$
w=\frac{(\cos\theta-\sqrt2\sin\theta)^2}{3}
=\frac{(0.9839-0.2525)^2}{3}=0.178 .
$$
From 2S($F=0$) the shares are thus 0.178 and 0.822. Their ratio is 4.6, not 2. To first order $w\approx(1-2\sqrt2\,\theta)/3$, which displays the linear term missed by the tempting argument.

From 2S($F=1$) the dipole operator leads to nine spin-triplet P states. Each level receives its triplet weight times $(2F+1)/9$. The $F=0$ and $F=2$ levels are pure triplets, because a singlet with $L=1$ has $F=1$. In order of rising energy the shares are
$$
\tfrac19,\quad \tfrac{1-w}{3},\quad \tfrac w3,\quad \tfrac59
\quad=\quad 0.111,\ 0.274,\ 0.059,\ 0.556 .
$$
Without mixing the middle two would be 0.222 and 0.111, so the weakest line loses nearly half its strength.

### Two limits

Substituting $h_1$, $h_3$ and $\Delta$ into the gap gives
$$
G=\tfrac32C_F-\tfrac76C_L-\tfrac16C_T .
$$
If the spin–orbit couplings were equal, $C_F=C_L=C$, the Hamiltonian would be symmetric between the spins and total spin would be conserved. The formulas agree: $G=\tfrac13(C-\tfrac12C_T)$ and $W=\sqrt2\,G$. For $C>C_T/2$ this gives $\tan2\theta=2\sqrt2$, hence $\tan\theta=1/\sqrt2$ and $w=0$. The lower level is a pure triplet. Muonic hydrogen, with $C_L/C_F=0.56$, lies between pure $j$ and pure total spin: $\theta=10.29^\circ$ against $35.3^\circ$ in this limit, and $w=0.178$ between $1/3$ and $0$.

For a very light orbiting particle, $C_F\approx R/(2m^2)$ and $C_L\approx C_T\approx R(1+\kappa)/(mM)$. Then
$$
\theta\approx\frac WG\approx\frac{\sqrt2\,C_L/6}{3C_F/2}
=\frac{2\sqrt2}{9}(1+\kappa)\frac mM .
$$
With the electron mass, 0.510999 MeV, this is about $5\times10^{-4}$, and the weight $1/3$ changes by only about 0.14% of itself. Pure $j$ is a good description of ordinary hydrogen, where the orbiting particle is some two hundred times lighter.

### Accuracy of the scheme

The gap omits two-loop and iterated vacuum polarization, the muon self-energy and spin-independent recoil. Together these amount to roughly 1 meV and move the S–P lines in common. The hyperfine and fine intervals omit proton-structure, polarization and higher relativistic corrections; for the 2S splitting the largest single term, from the spatial spread of the proton's charge and magnetization, is between 0.1 and 0.2 meV in magnitude. The hundredths in the table serve to compare P levels with one another, to within about 0.01 meV, not to fix absolute line positions.

At this level the strongest line from 2S($F=1$), to 2P$_{3/2}$($F=2$), lies at 205.2 meV or 49.6 THz. The stronger line from 2S($F=0$), to the upper $F=1$ level, lies at 224.8 meV or 54.4 THz. The omitted 1 meV corresponds to about 0.2 THz. Because $r_p$ was an input, these positions are not a determination of the proton radius.

## Numbers as computed

```
Muon mass energy: 105.6584 MeV
Proton mass energy: 938.2721 MeV
Reduced mass energy: 94.9645 MeV
Electron mass energy: 0.510999 MeV
Inverse fine-structure constant: 137.035999 (dimensionless)
Muon anomaly: 0.00116592 (dimensionless)
Proton moment: 2.792847 nuclear magnetons
Proton rms charge radius: 0.8407 fm
Muonic Bohr radius: 284.75 fm
Vacuum-polarization gap: 205.0074 meV
Vacuum-polarization gap, loop integral: 205.0074 meV
Proton-size shift of 2S: 3.6739 meV
Proton-size shift, uniform sphere: 3.6622 meV
2P1/2 centroid minus 2S centroid: 201.3335 meV
2S hyperfine splitting: 22.8320 meV
2S splitting from exchange amplitude: 22.8320 meV
C_F: 5.5645 meV
C_L: 3.1142 meV
C_T: 2.8540 meV
2P fine splitting: 8.3468 meV
2P1/2 diagonal hyperfine splitting: 7.9576 meV
2P3/2 diagonal hyperfine splitting: 3.3912 meV
Unmixed F=1 gap G: 4.2379 meV
Off-diagonal element W: 0.7954 meV
Mixing shift delta: 0.1444 meV
Second-order estimate W^2/G: 0.1493 meV
Mixing angle: 10.287 degrees
Minor-j probability: 0.0319 (dimensionless)
Level 2S1/2 F=0: -17.1240 meV
Level 2S1/2 F=1: 5.7080 meV
Level 2P1/2 F=0: unmixed 195.3653, mixed 195.3653, matrix 195.3769 meV
Level 2P1/2 F=1: unmixed 203.3229, mixed 203.1786, matrix 203.1902 meV
Level 2P3/2 F=1: unmixed 207.5608, mixed 207.7051, matrix 207.7168 meV
Level 2P3/2 F=2: unmixed 210.9520, mixed 210.9520, matrix 210.9636 meV
Line 2S F=0 to 2P1/2 F=1: 220.3026 meV, strength share 0.1783
Line 2S F=0 to 2P3/2 F=1: 224.8291 meV, strength share 0.8217
Line 2S F=1 to 2P1/2 F=0: 189.6573 meV, strength share 0.1111
Line 2S F=1 to 2P1/2 F=1: 197.4706 meV, strength share 0.2739
Line 2S F=1 to 2P3/2 F=1: 201.9971 meV, strength share 0.0594
Line 2S F=1 to 2P3/2 F=2: 205.2440 meV, strength share 0.5556
Line 2S F=1 to 2P3/2 F=2: 49.628 THz
Line 2S F=0 to 2P3/2 F=1: 54.363 THz
```
